# Growth velocity and KPZ nonlinearity of the totally asymmetric single-step model: a numerical check

```python
"""
Totally asymmetric single-step growth in one dimension.
Heights h_i have neighbour differences u_i = h_(i+1) - h_i = +1 or -1.
Each site is attempted at rate 1; a local minimum grows by 2 height units.
Result under test: on a ring of L sites with n_up up-steps the stationary
velocity is 2*n_up*(L-n_up)/(L*(L-1)), which tends to (1-m^2)/2 for large L
at tilt m = (2*n_up-L)/L. The KPZ coefficient lambda = v''(m) is then -1.
Lengths are in lattice units, time in inverse attempt rates.
"""
from itertools import combinations
import numpy as np
import sympy as sp


def velocity_ring(size, n_up):
    return 2.0 * n_up * (size - n_up) / (size * (size - 1))


def velocity_infinite(tilt):
    return (1.0 - tilt**2) / 2.0


def slope_states(size, n_up):
    states = []
    for places in combinations(range(size), n_up):
        slopes = [-1] * size
        for place in places:
            slopes[place] = 1
        states.append(tuple(slopes))
    return states


def count_minima(slopes):
    return sum(slopes[i - 1] == -1 and slopes[i] == 1
               for i in range(len(slopes)))


def count_maxima(slopes):
    return sum(slopes[i - 1] == 1 and slopes[i] == -1
               for i in range(len(slopes)))


def solve_ring(size, n_up):
    """Stationary state from the null vector of the full rate matrix."""
    states = slope_states(size, n_up)
    index = {state: k for k, state in enumerate(states)}
    rates = np.zeros((len(states), len(states)))
    for state, k in index.items():
        assert count_minima(state) == count_maxima(state)
        for i in range(size):
            if state[i - 1] == -1 and state[i] == 1:
                new = list(state)
                new[i - 1], new[i] = 1, -1
                rates[index[tuple(new)], k] += 1.0
                rates[k, k] -= 1.0
    _, singular, right = np.linalg.svd(rates)
    assert singular[-1] < 1e-10 and singular[-2] > 1e-4
    prob = right[-1] / right[-1].sum()
    minima = np.array([count_minima(s) for s in states])
    pair = np.array([np.mean([s[i - 1] * s[i] for i in range(size)])
                     for s in states])
    speed = 2.0 * np.dot(prob, minima) / size
    deviation = np.max(np.abs(prob * len(states) - 1.0))
    return speed, np.dot(prob, pair), deviation, minima


# Small rings: uniform stationary state, velocity and slope correlation
worst_uniform = worst_speed = worst_pair = 0.0
curvature = {}
for size in (4, 6, 8, 10):
    speeds = {}
    for n_up in range(1, size):
        speed, pair, deviation, _ = solve_ring(size, n_up)
        tilt = (2 * n_up - size) / size
        expected_pair = tilt**2 - (1 - tilt**2) / (size - 1)
        speeds[n_up] = speed
        worst_uniform = max(worst_uniform, deviation)
        worst_speed = max(worst_speed, abs(speed - velocity_ring(size, n_up)))
        worst_pair = max(worst_pair, abs(pair - expected_pair))
    half = size // 2
    spacing = 2.0 / size
    curvature[size] = (speeds[half + 1] - 2 * speeds[half]
                       + speeds[half - 1]) / spacing**2
assert worst_uniform < 1e-8
assert worst_speed < 1e-10
assert worst_pair < 1e-10
for size, value in curvature.items():
    assert abs(value + size / (size - 1)) < 1e-8
# curvature is linear in 1/(L-1); two sizes give the infinite-size value
lambda_extrapolated = (9 * curvature[10] - 7 * curvature[8]) / 2
assert abs(lambda_extrapolated + 1.0) < 1e-7

# Tilt transformation of the KPZ equation, tested on a trial surface
x, t, nu, lam, m, v0 = sp.symbols("x t nu lam m v0", real=True)


def kpz_residual(surface, offset):
    return (sp.diff(surface, t) - offset - nu * sp.diff(surface, x, 2)
            - lam / 2 * sp.diff(surface, x)**2)


trial = x**3 * t + x**2 + t**2 * x
moved = trial.subs(x, x + lam * m * t)
tilted = m * x + v0 * t + lam * m**2 * t / 2 + moved
difference = (kpz_residual(tilted, v0)
              - kpz_residual(trial, 0).subs(x, x + lam * m * t))
assert sp.expand(difference) == 0


def simulate(size, n_up, copies, burn_time, run_time, rng):
    """Grow explicit heights from an ordered start; return speed and error."""
    steps = [2 * ((i + 1) * n_up // size - i * n_up // size) - 1
             for i in range(size)]
    rise = sum(steps)
    assert rise == 2 * n_up - size
    start = np.concatenate(([0], np.cumsum(steps)[:-1]))
    heights = np.tile(start, copies).astype(np.int64)
    base = np.arange(copies) * size
    sites = np.arange(size)
    left_site, right_site = (sites - 1) % size, (sites + 1) % size
    left_shift = np.where(sites == 0, -rise, 0)
    right_shift = np.where(sites == size - 1, rise, 0)
    means = []
    for duration in (burn_time, run_time):
        for _ in range(duration * size):
            site = rng.integers(size, size=copies)
            here = base + site
            current = heights[here]
            left = heights[base + left_site[site]] + left_shift[site]
            right = heights[base + right_site[site]] + right_shift[site]
            grows = (left > current) & (right > current)
            heights[here] = current + 2 * grows
        means.append(heights.reshape(copies, size).mean(axis=1))
    speeds = (means[1] - means[0]) / run_time
    return speeds.mean(), speeds.std(ddof=1) / np.sqrt(copies)


rng = np.random.default_rng(12345)
sim_size, copies, burn_time, run_time = 20, 1500, 100, 200
rows = []
for n_up in (4, 7, 10, 13, 16):
    tilt = (2 * n_up - sim_size) / sim_size
    speed, error = simulate(sim_size, n_up, copies, burn_time, run_time, rng)
    expected = velocity_ring(sim_size, n_up)
    assert error < 0.005
    assert abs(speed - expected) < 5 * error
    rows.append((tilt, speed, error, expected))
data = np.array(rows)
design = np.vander(data[:, 0], 3, increasing=True)
solver = np.linalg.pinv(design)
finite_factor = (sim_size - 1) / sim_size
coefficients = solver @ (data[:, 1] * finite_factor)
errors = np.sqrt(solver**2 @ (data[:, 2] * finite_factor)**2)
lambda_fit, lambda_error = 2 * coefficients[2], 2 * errors[2]
assert lambda_error < 0.03
assert abs(lambda_fit + 1.0) < 5 * lambda_error

# Worked example and summary
speed4, pair4, _, minima4 = solve_ring(4, 2)
print("Lattice units; time unit = 1/(attempt rate per site)")
print("Ring L=4, n_up=2: number of configurations =", len(minima4))
print("  configurations with 1 minimum =", int(np.sum(minima4 == 1)))
print("  configurations with 2 minima  =", int(np.sum(minima4 == 2)))
print(f"  mean number of minima = {minima4.mean():.6f}")
print(f"  neighbour slope correlation <u u'> = {pair4:.6f}")
print(f"  velocity from rate matrix = {speed4:.6f} height/time")
print(f"  infinite-system velocity at m=0 = {velocity_infinite(0):.6f}")
print("Rate-matrix tests, all tilts, L = 4, 6, 8, 10:")
print(f"  largest relative deviation from uniform = {worst_uniform:.1e}")
print(f"  largest velocity error = {worst_speed:.1e} height/time")
print(f"  largest slope-correlation error = {worst_pair:.1e}")
for size, value in curvature.items():
    print(f"  L={size}: second difference of v at m=0 = {value:.6f}")
print(f"  lambda extrapolated from L=8,10 = {lambda_extrapolated:.6f}")
print(f"Simulation: L={sim_size}, copies={copies}, "
      f"burn-in={burn_time}, run={run_time} time units")
print("  tilt | simulated v | std. error | ring v | infinite v")
for tilt, speed, error, expected in rows:
    print(f"  {tilt:+.1f} | {speed:.5f} | {error:.5f} | "
          f"{expected:.5f} | {velocity_infinite(tilt):.5f}")
print(f"  fitted v at m=0, size-corrected = {coefficients[0]:.5f}"
      f" +/- {errors[0]:.5f} height/time")
print(f"  fitted lambda = {lambda_fit:.4f} +/- {lambda_error:.4f}")
ratio = velocity_infinite(0.6) / velocity_infinite(0.0)
print(f"Infinite system: v(m=0.6)/v(m=0) = {ratio:.4f}")
print("no test failed")
```

Output:

```
Lattice units; time unit = 1/(attempt rate per site)
Ring L=4, n_up=2: number of configurations = 6
  configurations with 1 minimum = 4
  configurations with 2 minima  = 2
  mean number of minima = 1.333333
  neighbour slope correlation <u u'> = -0.333333
  velocity from rate matrix = 0.666667 height/time
  infinite-system velocity at m=0 = 0.500000
Rate-matrix tests, all tilts, L = 4, 6, 8, 10:
  largest relative deviation from uniform = 3.1e-14
  largest velocity error = 2.2e-16 height/time
  largest slope-correlation error = 1.2e-16
  L=4: second difference of v at m=0 = -1.333333
  L=6: second difference of v at m=0 = -1.200000
  L=8: second difference of v at m=0 = -1.142857
  L=10: second difference of v at m=0 = -1.111111
  lambda extrapolated from L=8,10 = -1.000000
Simulation: L=20, copies=1500, burn-in=100, run=200 time units
  tilt | simulated v | std. error | ring v | infinite v
  -0.6 | 0.33663 | 0.00041 | 0.33684 | 0.32000
  -0.3 | 0.47910 | 0.00052 | 0.47895 | 0.45500
  +0.0 | 0.52635 | 0.00057 | 0.52632 | 0.50000
  +0.3 | 0.47906 | 0.00050 | 0.47895 | 0.45500
  +0.6 | 0.33718 | 0.00042 | 0.33684 | 0.32000
  fitted v at m=0, size-corrected = 0.50010 +/- 0.00036 height/time
  fitted lambda = -1.0002 +/- 0.0027
Infinite system: v(m=0.6)/v(m=0) = 0.6400
no test failed
```
